The image energy of a point dipole in a cubic periodic cell, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the periodic potential to the energy

Q: I put one polar molecule in a cubic box of vacuum, and the calculation repeats the box in all three directions. I want the energy of the molecule alone. Can the energy added by the copies be found without summing over them?

A: For a small rigid dipole it can, once the question is made definite. Let the molecule be a fixed charge density ρ(r), confined to a region small compared with the box edge L. Its total charge is zero, and its dipole moment is

p = ∫ r ρ(r) d³r.

Here r and p are vectors, and p² means p·p. Because the charge is zero, p does not depend on the choice of origin. Copies sit at all lattice vectors R = L(n₁, n₂, n₃) with integer n's, and the cell volume is V = L³. The image energy is a difference:

E_image = U_per − U_iso.

U_per is the electrostatic energy per cell of the repeated system, and U_iso is that of the same density alone in empty space. I use the Gaussian form of electrostatics, in which a charge q has the potential q/r and Poisson's equation reads ∇²Φ = −4πρ. Hartree atomic units have the same form.

Q: The field of a dipole falls as 1/R³, while the number of dipoles in a shell grows as R². The sum of magnitudes diverges logarithmically. Surely U_per depends on how I add the terms?

A: It does, and the order of addition stands for something physical: the shape and surroundings of a large but finite crystal. A polarized crystal carries charge on its surface, and that charge produces a field throughout the interior, however large the crystal is. So the surroundings must be stated. I take the crystal to be wrapped in a grounded conductor, which is what "tinfoil boundary conditions" means.

Q: What does the conductor do to the potential deep inside?

A: Average the potential over regions of the size of a cell. The polarization is uniform, so it has no bulk charge on this scale, and the averaged potential satisfies Laplace's equation inside the crystal. At the surface it must join the constant potential of the metal. A thin layer near the surface can shift it by an amount that depends on the face but does not grow with the crystal. Over a crystal of width W, such a shift gives a field proportional to 1/W, which vanishes as W grows. The average field inside is therefore zero, and the potential is periodic, with no part that rises steadily from cell to cell.

Q: Is a periodic potential unique?

A: Up to a constant, yes. The difference D of two periodic solutions obeys ∇²D = 0. Write D as a Fourier series over the reciprocal-lattice vectors G. Each coefficient then satisfies −G²D_G = 0, so every coefficient with G ≠ 0 vanishes and D is constant. A constant does not matter here, since the charge in a cell is zero. A plane-wave calculation that solves Poisson's equation for G ≠ 0 and drops the G = 0 term obtains this same potential, so it uses tinfoil conditions whether or not they are named.

Q: The conductor carries induced charge. Does its energy belong in U_per?

A: The energy of all charges, fixed and induced, is half the integral of charge density times potential. The induced charge sits on metal at potential zero, so its part of the integral vanishes. The fixed charges remain. Dividing by the number of cells, and letting the crystal grow so that the surface cells lose their weight, gives

U_per = ½ ∫ ρ(r) Φ(r) d³r,

where Φ is the periodic potential and the integral covers one molecule. The factor ½ is there because each pair of charges would otherwise be counted twice.

Q: You still need Φ, and that seems to require the sum.

A: I need much less than the full Φ. Start with the potential ψ(r) of a unit point charge repeated on the lattice. Periodic point charges of one sign have no periodic potential, because the total charge in a cell must vanish. So I add a uniform background of density −1/V, which contributes −4π(−1/V) = +4π/V to the Laplacian:

∇²ψ = −4π Σ_R δ(r − R) + 4π/V.

I choose ψ to have zero average over the cell. The potential of the molecules is then

Φ(r) = ∫ ρ(r′) ψ(r − r′) d³r′.

Q: My molecule contains no uniform background. Have you changed the problem?

A: Take the Laplacian of this Φ. The background contributes

(4π/V) ∫ ρ(r′) d³r′ = 0,

because the molecule is neutral. What remains is −4π times the density of all the molecules. So Φ is periodic and has the right source, and by uniqueness it is the potential wanted, up to a constant without effect. Therefore

U_per = ½ ∬ ρ(r) ρ(r′) ψ(r − r′) d³r d³r′.

Q: For a point dipole that energy is infinite.

A: Yes, and so is the energy of an isolated point dipole. That is why the subtraction must come before the limit. For the isolated molecule of finite size,

U_iso = ½ ∬ ρ(r) ρ(r′) / |r − r′| d³r d³r′.

Define the image potential

φ(r) = ψ(r) − 1/|r|.

Subtracting the two energies gives

E_image = ½ ∬ ρ(r) ρ(r′) φ(r − r′) d³r d³r′.

The function φ has no singularity at the origin, because the 1/r of the home charge is gone. Its nearest singularities lie at distance L. If all the charges of the molecule are closer to one another than L, the integral needs φ in its smooth region alone.

Q: Smooth does not mean known. What is φ?

A: Its behaviour near the origin is enough. Since ∇²(1/r) = −4πδ(r), the delta function at R = 0 cancels, and for |r| < L

∇²φ = 4π/V.

Now use the symmetry of the cube. The source of ψ is unchanged by every rotation and reflection that maps the lattice onto itself. The zero-average solution is unique, so ψ is unchanged too. The same holds for 1/r, and so for φ. Inversion, r → −r, removes all terms of odd degree from the Taylor series. The second-degree term involves the matrix

A_ab = ∂²φ/∂r_a∂r_b at r = 0.

The reflection x → −x changes the sign of A_xy, yet must leave it unchanged, so A_xy = 0. The other off-diagonal elements vanish in the same way. A quarter turn about z exchanges x and y, so A_xx = A_yy, and another quarter turn brings in A_zz. The sum of the three equal elements is the Laplacian, 4π/V. Each one is therefore

A_xx = A_yy = A_zz = 4π/(3V).

The quadratic term is ½ Σ_ab A_ab r_a r_b, so

φ(r) = φ(0) + 2πr²/(3V) + terms of degree four and higher.

Q: So the curvature of φ comes from the background, which you told me is not really there. That looks like sleight of hand.

A: The background is a device for splitting a neutral source into unit charges. Suppose I replaced the uniform background by another periodic density of total charge −1 per cell, fixed in space and the same for every unit charge, wherever that charge sits. The potential of a single unit charge would change. Added up over the molecule, with weights that sum to zero, the compensating densities would cancel again. The uniform choice is convenient because it keeps ψ dependent on r − r′ alone. The conductor has the physical role here: it makes the potential periodic, and periodicity with a uniform background fixes the trace of A.

Q: Then put the expansion into the energy. I want to see where each factor goes.

A: Write Q for the total charge and keep it for one line, so that you can see what neutrality removes. The constant term gives

½ φ(0) ∬ ρ(r) ρ(r′) d³r d³r′ = ½ φ(0) Q².

For the quadratic term, use

|r − r′|² = r² + r′² − 2 r·r′.

Let T = ∫ r² ρ(r) d³r. The first two pieces each integrate to TQ, and the third integrates to −2p·p. The prefactor is ½ · 2π/(3V) = π/(3V), so the quadratic term gives

(π/(3V)) (2TQ − 2p²).

With Q = 0 the constant term and the TQ term are gone, and what is left is

E_image = −2πp²/(3V) + contributions of degree four and higher.

Q: The minus sign came from the cross term. What does it mean?

A: The curvature of φ is positive, so the image potential rises away from the origin. Take charges +q and −q separated by a vector d. Each charge meets its own images, which gives ½q²φ(0) twice. The two cross terms give −½q²φ(d) twice, since φ is even. Together,

E_image = q² [φ(0) − φ(d)].

Separating the charges lowers this energy, because φ(d) > φ(0) for small d. As long as the dipole term outweighs the terms of degree four, the periodic calculation therefore gives an energy below that of the isolated molecule, and to this order the isolated energy is recovered by adding a positive amount:

U_iso = U_per + 2πp²/(3V).

Q: That still has unspecified terms of degree four. You promised me a point dipole, so show that they disappear.

A: Shrink the molecule by a factor s while holding its dipole moment fixed. The density becomes

ρ_s(r) = s⁻⁴ f(r/s),

with f a fixed neutral shape. Substitute r = s u, for which d³r = s³ d³u. A moment of degree n then scales as s⁻⁴ · sⁿ · s³ = sⁿ⁻¹. For n = 1 it is constant, as required. A term of degree four in r − r′ splits into products of a moment of degree i and a moment of degree 4 − i. Those with i = 0 or i = 4 contain the total charge and vanish. The rest scale as

sⁱ⁻¹ · s³⁻ⁱ = s².

They go to zero as s → 0. Terms of degree six scale as s⁴ by the same count, and higher ones vanish faster. In the point limit, then,

E_image = −2πp²/(3V).

No direction of p was chosen, so the energy is the same whether the dipole points along an edge, along a diagonal or anywhere between.

Q: My molecule is not a point. How large is the first correction?

A: Take the two charges ±q again. Subtract the constant and the quadratic term from φ. Since ∇²r² = 6, the quadratic term accounts for all of 4π/V, so the remainder obeys Laplace's equation. Its fourth-degree part must also have cubic symmetry. The polynomials of degree four with that symmetry are combinations of x⁴ + y⁴ + z⁴ and r⁴. Their Laplacians are 12r² and 20r², so the combination that satisfies Laplace's equation is

K(r) = x⁴ + y⁴ + z⁴ − (3/5) r⁴.

Along an edge K = (2/5)d⁴. Along a body diagonal each coordinate squared is d²/3, which gives K = (1/3 − 3/5)d⁴ = −(4/15)d⁴. The correction on the diagonal is therefore −2/3 times that on the edge. It has the opposite sign.

Q: Symmetry gives the ratio, not the size.

A: The size needs a lattice sum, and this one converges without any ambiguity. For a point r at distance d from the origin along z, each distant charge has the expansion

1/|r − R| = Σ_l dˡ P_l(cos θ) / Rˡ⁺¹,

where θ is the angle between R and z, and P_l are the Legendre polynomials. The terms with l = 4 add up to C₄d⁴/L⁵, where, with R measured in units of L,

C₄ = Σ_{R≠0} P₄(cos θ)/R⁵.

Direct summation over all sites within a sphere of radius 40 gives C₄ = 3.108.

Q: You were careful about surroundings before. Why may you now sum the charges one by one and forget the background?

A: Consider any fourth derivative of 1/|r − R|, summed over all R. The terms fall as 1/R⁵, so the sum converges absolutely and is a periodic function. The same derivative of ψ is periodic and has the same singular part, since differentiating removes the constant 4π/V. The difference of the two is smooth, periodic and obeys Laplace's equation, so it is a constant. To find the constant, average both over the cell. The derivative of ψ averages to zero. The average of the sum over cells equals 1/V times an integral over all space of a fourth derivative of 1/r, which becomes a surface integral at infinity of a third derivative. That integrand falls as 1/r⁴ on an area growing as r², so it vanishes. The constant is zero and the site sum is correct.

For second derivatives the same argument meets a first derivative falling as 1/r² on an area growing as r². The surface integral then stays finite and depends on the shape of the surface. This is the ambiguity you raised at the start. In the energy of a neutral molecule it enters through the quadratic term alone, because the constant and linear terms of φ contribute nothing there.

Q: Then give me the correction as a fraction.

A: For a dipole of length d along a cube edge,

E_image = −q² [2πd²/(3L³) + C₄d⁴/L⁵ + …].

Dividing the second term by the first gives the relative correction

(3C₄/(2π)) (d/L)² = 1.48 (d/L)².

At d/L = 0.1 this is about 1.5 percent of the point-dipole energy. Along the body diagonal the factor −2/3 turns it into a reduction in magnitude of about 1.0 percent.

## Second half: fields, limits and a numerical case

For a rigid, neutral molecule in a cubic box under tinfoil conditions, the image energy is −2πp²/(3V) in the point limit, and the first finite-size correction has been found for a pair of charges. What remains is the field that one dipole feels, the effect of removing the conductor or changing the box shape, and a numerical case that tests the limits of the formula for real molecules.
